# Resta's Position Expectation Value and the Discretized Berry Phase

## Definitions and conventions

A ring has $N_c$ cells of length $a$, so its circumference is $L=N_ca$. Write

$$\delta=\frac{2\pi}{L},\qquad G=\frac{2\pi}{a}=N_c\delta,\qquad k_s=s\delta,\quad s=0,\dots,N_c-1 .$$

The electrons are independent particles in a periodic potential. Until spin is restored they all have the same spin. Their charge is $-e$. The Bloch functions are

$$\psi_{nk}(x)=\frac{1}{\sqrt{N_c}}\,e^{ikx}u_{nk}(x),\qquad \langle u|v\rangle=\int_0^a u^*v\,dx,\qquad \langle u_{mk}|u_{nk}\rangle=\delta_{mn}.$$

The gauge is periodic, $\psi_{n,k+G}=\psi_{nk}$, which requires $u_{n,k+G}=e^{-iGx}u_{nk}$.

The sum of positions $X=\sum_ix_i$ is not a legitimate operator on the ring, because it changes when one electron is relabelled from $x_i$ to $x_i+L$. The factor $e^{i\delta X}$ does not change, since $\delta L=2\pi$. Resta's quantity is

$$z=\langle\Psi|e^{i\delta X}|\Psi\rangle .$$

When $z\neq0$ its phase carries the position information, modulo $2\pi$.

## Simple case: one pinned electron per cell

Let electron $j$ sit at $\bar x+ja$, with negligible spread. Then

$$\delta X=\delta\sum_{j=0}^{N_c-1}(\bar x+ja)=\delta N_c\bar x+\delta a\,\frac{N_c(N_c-1)}2=\frac{2\pi\bar x}{a}+\pi(N_c-1),$$

and therefore $z=(-1)^{N_c-1}e^{2\pi i\bar x/a}$. The useful part is the position within a cell, in units of $a/2\pi$. The sign comes from adding up the cell origins, and the general result must contain it.

## From the many-electron state to a determinant

For $N$ orthonormal orbitals,

$$\Psi=\frac1{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\prod_{i=1}^N\psi_{P(i)}(x_i).$$

Since $e^{i\delta X}$ is a product of one-electron factors, each integral separates. With $S_{ij}=\langle\psi_i|e^{i\delta x}|\psi_j\rangle$,

$$z=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_iS_{P(i),Q(i)} .$$

Put $j=P(i)$ and $R=QP^{-1}$. The product becomes $\prod_jS_{j,R(j)}$ and the signs combine to $\mathrm{sgn}(R)$. Nothing then depends on $P$, whose sum gives $N!$. Hence

$$z=\sum_R\mathrm{sgn}(R)\prod_jS_{j,R(j)}=\det S .$$

## One filled band

Split the ring integral into cells. Because $u$ has period $a$,

$$\langle\psi_{k'}|e^{i\delta x}|\psi_k\rangle=\left[\frac1{N_c}\sum_{j=0}^{N_c-1}e^{i(k+\delta-k')ja}\right]\int_0^a e^{i(k+\delta-k')x}u_{k'}^*u_k\,dx .$$

The bracket is 1 if $k'=k+\delta$ modulo $G$. Otherwise it is a complete sum of roots of unity and vanishes. Thus $e^{i\delta x}$ raises the wavevector by one step, and the surviving element is

$$M_s=\langle u_{k_{s+1}}|u_{k_s}\rangle .$$

For the last link, $k=k_{N_c-1}$ and $k'=k_0$, so $k+\delta-k'=G$. The integral is $\langle e^{-iGx}u_{k_0}|u_{k_{N_c-1}}\rangle$, which is the same formula with $u_{k_{N_c}}=e^{-iGx}u_{k_0}$.

For four cells the matrix is

$$S=\begin{pmatrix}0&0&0&M_3\\M_0&0&0&0\\0&M_1&0&0\\0&0&M_2&0\end{pmatrix}.$$

One permutation contributes. Moving the first row to the bottom takes three exchanges and makes the matrix diagonal, so $\det S=-M_0M_1M_2M_3$. With $N_c$ cells there are $N_c-1$ exchanges:

$$z=(-1)^{N_c-1}\prod_{s=0}^{N_c-1}\langle u_{k_{s+1}}|u_{k_s}\rangle .$$

**Limit of pinned electrons.** Let $w(x)$ be a normalized packet confined to one cell, and let $\psi_k=N_c^{-1/2}\sum_je^{ikja}w(x-ja)$. In the home cell $u_k=e^{-ikx}w$, so each link is $\int e^{i\delta x}|w|^2dx$. For a very narrow packet this tends to $e^{i\delta\bar x}$. The product of $N_c$ links is $e^{2\pi i\bar x/a}$, and the simple case is recovered with its sign.

## Several filled bands

Let the lowest $n_b$ bands be filled at every $k_s$, with a gap above them. The selection rule is unchanged, but each link is now an $n_b\times n_b$ matrix,

$$(M_s)_{mn}=\langle u_{m,k_{s+1}}|u_{n,k_s}\rangle .$$

The determinant is made block diagonal by moving the first block row past the other $N_c-1$ block rows. Passing one block of $n_b$ rows through another takes $n_b^2$ row exchanges. The sign is $(-1)^{n_b^2(N_c-1)}=(-1)^{n_b(N_c-1)}$, because $n_b^2$ and $n_b$ have the same parity. Therefore

$$\boxed{z=(-1)^{n_b(N_c-1)}\prod_{s=0}^{N_c-1}\det M_s}$$

The discretized Berry phase of the filled bands is

$$\phi=-\operatorname{Im}\ln\prod_s\det\langle u_{m,k_s}|u_{n,k_{s+1}}\rangle=\operatorname{Im}\ln\prod_s\det M_s .$$

The second form follows because the matrix in the first is $M_s^\dagger$, whose determinant is $(\det M_s)^*$. Hence

$$\operatorname{Im}\ln z=\phi+\pi n_b(N_c-1)\pmod{2\pi}.$$

No large-ring approximation has been made. For one spin species, the unqualified statement that the phase of $z$ is the Berry phase needs this sign correction when $n_b$ is odd and $N_c$ is even.

**Gauge freedom.** Mix the filled states at each wavevector by a unitary matrix $W_s$. Then $M_s\to W_{s+1}^\dagger M_sW_s$. In the product each $\det W_s$ meets its complex conjugate once, including at the closing link, where $W_{N_c}=W_0$. The product is unchanged, although individual links acquire phases.

**Partly filled bands.** Suppose every occupied orbital has a definite wavevector, and the number of occupied states differs between wavevectors. Going round the ring, that number must increase somewhere. The larger set of rows at $k_{s+1}$ then has nonzero entries only in the smaller set of columns at $k_s$. These rows are linearly dependent, so $z=0$ and its phase is undefined. The argument does not cover a single electron placed in a standing wave made from the degenerate states at $k$ and $-k$: that orbital has no definite wavevector, and $z$ need not vanish. For three electrons in one band on a six-cell ring, the computed modulus is $5.1\times10^{-13}$, which is zero to rounding.

## Ions and spin

For one spin species, neutralize the cells with ions of charge $+n_be$ at $\tau+ja$. Relative to the electrons they enter with opposite sign:

$$\exp\Big[-i\delta n_b\sum_j(\tau+ja)\Big]=e^{-2\pi in_b\tau/a}(-1)^{n_b(N_c-1)} .$$

This cancels the electronic sign. The phase of the neutral system is $\phi-2\pi n_b\tau/a$. Moving the origin adds the same amount to both terms and has no effect.

For paired spins in identical orbitals, $z_{\rm tot}=z_\uparrow z_\downarrow=z^2$. The sign is squared away and the phase is $2\phi$.

## A four-cell ring worked through

The test potential has two Gaussian wells per cell:

$$V(x)=-\sum_R\left[D_1e^{-(x-u-Ra)^2/2w^2}+D_2e^{-(x-a/2-Ra)^2/2w^2}\right].$$

Here $a=0.5$ nm, $w=0.08$ nm, $D_1=16$ eV and $D_2=5$ eV. The deep, anion-like well is displaced by $u=-0.05$ nm. The lowest band is filled, and the gap above it is 6.31 eV.

The four link moduli are 0.98163, 0.96891, 0.96891 and 0.98163. Their phases depend on the gauge, but the product does not:

$$\prod_sM_s=0.648188-0.631024\,i,\qquad \phi=\arctan\frac{-0.631024}{0.648188}=-0.77198 .$$

Separately, the Hamiltonian of the whole ring was diagonalized on a spatial grid without using Bloch's theorem. Its four lowest orbitals give

$$z=-0.648188+0.631024\,i .$$

The phase is $2.36961=\pi-0.77198$, as the sign rule requires for $n_b=1$, $N_c=4$. The same comparison was made for one band on 5 and 12 cells and for two bands on 4 and 5 cells. The largest difference between the two sides of the boxed formula was $1.5\times10^{-14}$.

## The limit of a large ring

For one band, centre each link on its midpoint $\bar k$ and define

$$f(\bar k,\delta)=\ln\langle u_{\bar k+\delta/2}|u_{\bar k-\delta/2}\rangle .$$

Reversing $\delta$ conjugates the overlap. The imaginary part of $f$ is therefore odd in $\delta$ and the real part is even. The first derivative at $\delta=0$ is

$$\tfrac12\langle\partial_ku|u\rangle-\tfrac12\langle u|\partial_ku\rangle=-\langle u|\partial_ku\rangle=i\mathcal A,\qquad \mathcal A=i\langle u|\partial_ku\rangle,$$

where normalization gives $\langle\partial_ku|u\rangle=-\langle u|\partial_ku\rangle$. Thus

$$\operatorname{Im}f=\delta\mathcal A+\delta^3B+\dots,\qquad \operatorname{Re}f=-\tfrac12\delta^2g+\dots,$$

with the quantum metric $g=\langle\partial_ku|\partial_ku\rangle-|\langle u|\partial_ku\rangle|^2$. The second expansion follows from $|\langle u_{\bar k+\delta/2}|u_{\bar k-\delta/2}\rangle|^2=1-g\delta^2+\dots$.

In a smooth periodic gauge, the equally spaced sum of $\delta\mathcal A$ approaches its integral faster than any power of $1/N_c$. The cubic terms sum to $\delta^2\oint B\,dk$. Consequently

$$\phi=\oint i\langle u|\partial_ku\rangle\,dk+O(N_c^{-2}),\qquad \ln|z|\simeq-\frac{\delta^2N_c\bar g}{2}=-\frac{(2\pi/a)^2\bar g}{2N_c},$$

where $\bar g$ is the zone average of $g$.

In the example $\phi=-0.772726$ for 20 cells and $-0.772749$ for 40, against the large-ring value $-0.772756$. The ratio of the unrounded errors is 4.000, as expected when $N_c$ doubles. Four cells already give the phase to 0.1 percent of its large-ring value.

The metric gives $\sqrt{\bar g}=0.0714$ nm. For 200 cells the predicted and computed values of $\ln|z|$ are both $-0.002013$. Even for four cells the leading formula gives $|z|\simeq0.904$, while the link product has modulus 0.905.

For $M$ independent identical spin-paired chains the total expectation value is $z^{2M}$. Its phase is $2M\phi$, up to multiples of $2\pi$, so it determines $\phi$ modulo $\pi/M$. Following one chain and one spin retains more information about the branch.

## Why the phase gives polarization

Let a parameter $\lambda$, here the well position, change slowly. Differentiate the large-ring phase and integrate the term containing $\partial_k\partial_\lambda u$ by parts. The boundary term vanishes because the factor $e^{-iGx}$ linking the zone ends does not depend on $\lambda$:

$$\frac{d\phi}{d\lambda}=i\oint\big(\langle\partial_\lambda u|\partial_ku\rangle-\langle\partial_ku|\partial_\lambda u\rangle\big)dk=-2\operatorname{Im}\oint\langle\partial_\lambda u|\partial_ku\rangle\,dk .$$

To connect this with current, let $v$ be the filled state and $c$ the empty states at a given $k$. Inserting $|v\rangle+\sum_ca_c|c\rangle$ into the time-dependent Schrödinger equation, with $\langle v|\partial_\lambda v\rangle=0$ along the path, gives to first order in $\dot\lambda$

$$a_c=\frac{i\hbar\dot\lambda\,\langle c|\partial_\lambda v\rangle}{E_c-E_v}.$$

The velocity operator is $\partial_kH/\hbar$. Differentiating $H|v\rangle=E_v|v\rangle$ gives $\langle v|\partial_kH|c\rangle=-(E_c-E_v)\langle\partial_kv|c\rangle$. The velocity induced by the motion is therefore

$$\frac2\hbar\operatorname{Re}\sum_ca_c\langle v|\partial_kH|c\rangle=2\dot\lambda\operatorname{Im}\langle\partial_kv|\partial_\lambda v\rangle=-2\dot\lambda\operatorname{Im}\langle\partial_\lambda v|\partial_kv\rangle .$$

The ordinary band velocity averages to zero over the zone. The mean electron velocity is thus $(a/2\pi)\dot\phi$, which identifies $\bar x=a\phi/2\pi$ as the electron centre. With two electrons per cell and cross-section $A$ per chain, integrating the current density gives

$$\Delta P=-\frac{2e}{2\pi A}\,\Delta\phi .$$

This assumes that the gap stays open along the path. It is the electronic contribution; moving charged cores would add their own current.

The same relation $\langle c|\partial v\rangle=-\langle c|\partial H|v\rangle/(E_c-E_v)$, applied to both derivatives, turns the phase slope into a sum over states:

$$\frac{d\phi}{d\lambda}=-2\operatorname{Im}\oint\sum_c\frac{\langle v|\partial_\lambda H|c\rangle\langle c|\partial_kH|v\rangle}{(E_c-E_v)^2}\,dk .$$

Integrating this from $u=0$ to $-0.05$ nm gives $-0.772756$, equal to the large-ring link phase to the printed digits. At $u=0$ inversion symmetry maps $\phi$ to $-\phi$, which allows only $0$ or $\pi$ modulo $2\pi$. The computed link product gives $0$, and following the phase continuously from there fixes the branch.

## Polarization in the example

Take $A=0.25$ nm², for which $e/A=64.09$ µC/cm². The shallow well carries a fixed core charge $+2e$. The core of the deep well is neutral when the two band electrons are not counted, so its motion adds no ionic current. Then

$$\Delta P=-2\left(\frac{-0.772756}{2\pi}\right)(64.09)=15.76\ \text{µC/cm}^2 .$$

The phase of $z_\uparrow z_\downarrow$ determines $P$ modulo $e/A$. Following the common phase of each spin separately leaves an ambiguity of $2e/A=128.17$ µC/cm². Mistaking the sign in a single-spin $z$ for a shift of $\phi$ by $\pi$ would displace the inferred $P$ by 64.09 µC/cm². The sign cancels in differences taken at fixed $N_c$.

The electron centre moves by $-0.0615$ nm, farther than the well. The local effective charge at the final position is $-2.42e$, rather than the $-2e$ of rigidly carried electrons.

## Comparison with hafnia capacitors

The cell length, gap and polarization are in the rough range of polar orthorhombic hafnia, whose films typically show remanent polarizations of roughly 10 to 30 µC/cm². The agreement with film values is accidental. The chain is a perfect single domain with one displaced anion per cell, whereas the real cell has four displaced oxygens and a calculated single-crystal polarization of roughly 50 µC/cm². Films fall below that value because of mixed phases, grain orientation and incomplete switching. The well depths and the neutral moving core are model choices, so this is not a prediction for HfO₂. Real devices break the assumption of zero field. With a rough relative permittivity of 30, a field of 1 MV/cm adds $\varepsilon_0(30-1)F=2.57$ µC/cm², or 16 percent of the model's $\Delta P$; the chain's own electronic response supplies 0.036 µC/cm² for independent electrons, and Hartree local fields would lower this by about a fifth. Films also contain tilted grains: one whose polar axis makes an angle $\theta$ with the film normal contributes $P\cos\theta$ along that normal, half its value at $60^\circ$.

The model potential also omits the change in electron repulsion that occurs when the density rearranges. If the undisplaced density is assumed to ride with the deep well, and the laterally averaged Hartree potential of the remaining density change is iterated at zero macroscopic field, $\Delta P$ falls to 15.1 µC/cm², a reduction of 4.4 percent. Changes in exchange and correlation, and the three-dimensional structure, are not included in this estimate. In particular, the Hartree term contains each electron's repulsion from its own density, which exchange would remove, so the figure gives only the scale of the correction, a few percent.

Band-to-band excitation is negligible for these parameters. A rough two-band Landau–Zener estimate puts the tunnelling probability per zone crossing at 3 MV/cm far below $10^{-50}$, and the thermal factor $e^{-E_g/2k_BT}$ is about $10^{-40}$ at 400 K. These figures describe the defect-free chain and do not bound leakage in a film, either through defects or by injection from the electrodes, where the barrier is much smaller than the gap. The remaining computed values are in the numerical output below.

## Computed results

```
cell length 0.5 nm, area per chain 0.25 nm^2
well depths 16.0 and 5.0 eV, width 0.08 nm
displacement of deep well -0.05 nm
band gap 6.311 eV
4 cells, link moduli 0.98163 0.96891 0.96891 0.98163
4 cells, link product 0.648188 -0.631024 i
4 cells, z of whole ring -0.648188 +0.631024 i
4 cells, phase of z 2.369611 rad
largest |z_ring - z_bloch| in all tests 1.5e-14
|z| of half-filled band, 6 cells 5.1e-13
4 cells: phi -0.771981 rad, P 15.7481 uC/cm^2
12 cells: phi -0.772671 rad, P 15.7621 uC/cm^2
20 cells: phi -0.772726 rad, P 15.7633 uC/cm^2
40 cells: phi -0.772749 rad, P 15.7637 uC/cm^2
large-ring phi -0.772756 rad
error ratio 20 to 40 cells 4.000
phi from pumped charge -0.772756 rad
phi at zero displacement 2.9e-17 rad (modulus)
electron centre -0.06149 nm
polarization change 15.764 uC/cm^2
quantum 2e/A 128.17 uC/cm^2
quantum e/A 64.09 uC/cm^2
effective charge of moving well -2.417 e
root mean quantum metric 0.0714 nm
ln|z| at 200 cells -0.002013, predicted -0.002013
polarization with Hartree rearrangement 15.075 uC/cm^2
polarizability per electron 0.001418 nm^2/eV, ring 0.001416
electronic response at 1 MV/cm 0.036 uC/cm^2
rough relative permittivity 30
lattice+electronic response at 1 MV/cm 2.57 uC/cm^2
log10 tunnelling probability at 3 MV/cm -86.4
log10 thermal carrier factor at 400 K -39.8
```
